**Spinor overlap and conductivity of a massive helical Dirac surface**

For $H=\hbar v(k_x\sigma_y-k_y\sigma_x)+m\sigma_z$, the squared overlap of same-band spinors at $\mathbf k$ and $-\mathbf k$ is $m^2/E^2$, where $m$ is the perpendicular exchange energy and $E$ is measured from mid-gap. The program asserts this by numerical diagonalization at random wave vectors, for both bands and both signs of $m$. It also asserts the law for other turning angles, the unchanged overlap about a Dirac point moved by an in-plane exchange field, and the vanishing overlap when warping is present without a mass. A Boltzmann equation solved on an angular grid is compared with the formulas for the lifetime and conductivity ratios. For $m=25$ meV and $E=100$ meV, the output gives a reversal factor of 0.0625 and a conductivity ratio of 0.79 relative to $m=0$. It also sizes neglected effects: band curvature raises the reversal factor to 0.078, while warping and the thermal spread at 10 K change it by less than 1%.

## Numerical verification

```python
"""
Result under test: for H = hbar*v*(kx*sy - ky*sx) + m*sz, two states of the
same band at k and -k have squared spinor overlap m^2/E^2.
  sx, sy, sz : Pauli matrices      k : wave vector from the Dirac point (1/nm)
  hbar*v     : Dirac slope (meV nm)
  m          : exchange energy along the surface normal (meV)
  E          : energy from the middle of the gap (meV)
Also tested: the overlap for any turning angle, and the effect of m on the
conductivity for weak short-range scalar impurities.
Overlaps come from numerical diagonalization, transport from a discretized
Boltzmann equation; both are compared with the closed formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
ID = np.eye(2)

# Rough round parameters, regime of a magnetically doped Bi2Se3 surface
SLOPE = 330.0          # hbar*v, meV nm
MASS = 25.0            # meV
ENERGY = 100.0         # meV
TEMPERATURE = 10.0     # K
CURV_MASS = 0.25       # effective mass of the quadratic term, electron masses
WARP = 128.0           # hexagonal warping, meV nm^3
FREE_PATH = 50.0       # nm
BULK_EDGE = 200.0      # bulk conduction band above the Dirac point, meV

MEV = 1e-3 * const.e
CURVATURE = const.hbar**2 / (2 * CURV_MASS * const.m_e) / MEV * 1e18  # meV nm^2


def hamiltonian(kx, ky, m, in_plane=0.0, curvature=0.0, warp=0.0):
    return (SLOPE * (kx * SY - ky * SX) + in_plane * SX
            + curvature * (kx**2 + ky**2) * ID
            + (m + warp * (kx**3 - 3 * kx * ky**2)) * SZ)


def state(kx, ky, m, band=1, **extra):
    values, vectors = np.linalg.eigh(hamiltonian(kx, ky, m, **extra))
    return values[band], vectors[:, band]


def squared(a, b, operator=ID):
    return abs(np.vdot(a, operator @ b))**2


def wave_number(energy, phi, m, **extra):
    def mismatch(k):
        return state(k*np.cos(phi), k*np.sin(phi), m, **extra)[0] - energy
    return brentq(mismatch, 1e-9, 0.8, xtol=1e-14)


def overlap_at_energy(energy, phi, turn, m, operator=ID, **extra):
    spinors = []
    for angle in (phi, phi + turn):
        k = wave_number(energy, angle, m, **extra)
        spinors.append(state(k*np.cos(angle), k*np.sin(angle), m, **extra)[1])
    return squared(spinors[1], spinors[0], operator)


# Reversal overlap: both bands, both signs of m, random wave vectors
rng = np.random.default_rng(4)
for _ in range(40):
    kx, ky = rng.uniform(-0.5, 0.5, 2)
    m = rng.uniform(-80, 80)
    for band in (0, 1):
        e1, u1 = state(kx, ky, m, band)
        e2, u2 = state(-kx, -ky, m, band)
        assert abs(e1 - e2) < 1e-9
        assert abs(squared(u2, u1) - m**2 / e1**2) < 1e-11
    # Explicit upper spinor: eigenvector, and signed overlap m/E
    e_up = state(kx, ky, m)[0]
    beta, phi = np.arccos(m / e_up), np.arctan2(ky, kx)
    spinor = np.array([np.cos(beta/2), 1j*np.exp(1j*phi)*np.sin(beta/2)])
    reverse = np.array([np.cos(beta/2), -1j*np.exp(1j*phi)*np.sin(beta/2)])
    assert np.allclose(hamiltonian(kx, ky, m) @ spinor, e_up * spinor)
    assert np.allclose(hamiltonian(-kx, -ky, m) @ reverse, e_up * reverse)
    assert abs(np.vdot(reverse, spinor) - m / e_up) < 1e-11

# Any turning angle
c2 = (MASS / ENERGY)**2
for turn in np.linspace(0, 2*np.pi, 13):
    law = np.cos(turn/2)**2 + c2 * np.sin(turn/2)**2
    assert abs(overlap_at_energy(ENERGY, 0.3, turn, MASS) - law) < 1e-10

# An in-plane exchange field only moves the Dirac point
FIELD = 20.0
shift = FIELD / SLOPE
for m in (0.0, MASS):
    qx, qy = 0.21, -0.13
    e1, u1 = state(qx, shift + qy, m, in_plane=FIELD)
    e2, u2 = state(-qx, shift - qy, m, in_plane=FIELD)
    assert abs(e1 - e2) < 1e-9
    assert abs(squared(u2, u1) - m**2 / e1**2) < 1e-11

# Warping alone keeps reversal forbidden; a sz impurity does not
for phi in np.linspace(0, np.pi, 9):
    assert overlap_at_energy(ENERGY, phi, np.pi, 0.0, warp=WARP) < 1e-12
sz_factor = overlap_at_energy(ENERGY, 0.3, np.pi, MASS, operator=SZ)
assert abs(sz_factor - 1) < 1e-10


def boltzmann(energy, m, n=48):
    """Density of states, velocity, tau_tr/tau and conductivity (rel. units)."""
    angles = 2 * np.pi * np.arange(n) / n
    k = wave_number(energy, 0.0, m)
    step = 1e-5
    velocity = (state(k+step, 0, m)[0] - state(k-step, 0, m)[0]) / (2*step)
    dos = k / (2 * np.pi * velocity)
    spinors = np.array([state(k*np.cos(a), k*np.sin(a), m)[1] for a in angles])
    rates = dos * abs(spinors.conj() @ spinors.T)**2 / n
    total = rates.sum(axis=1)
    collision = np.diag(total) - rates
    drive = velocity * np.cos(angles)
    response = np.linalg.pinv(collision, rcond=1e-9) @ drive
    assert np.allclose(collision @ response, drive, atol=1e-7)
    tau_transport = response[0] / drive[0]
    sigma = dos * np.mean(drive * response)
    return dos, velocity, tau_transport * total[0], sigma


dos0, vel0, life0, sigma0 = boltzmann(ENERGY, 0.0)
for m in (10.0, MASS, 50.0, 80.0):
    dos, vel, life, sigma = boltzmann(ENERGY, m)
    c = m / ENERGY
    assert abs(dos / dos0 - 1) < 1e-6
    assert abs(vel / vel0 - np.sqrt(1 - c**2)) < 1e-6
    assert abs(life - 2*(1 + c**2)/(1 + 3*c**2)) < 1e-6
    assert abs(sigma / sigma0 - (1 - c**2)/(1 + 3*c**2)) < 1e-6
dos_m, vel_m, life_m, sigma_m = boltzmann(ENERGY, MASS)
k_ex = wave_number(ENERGY, 0.0, MASS)
sigma_same_density = boltzmann(SLOPE * k_ex, 0.0)[3]
assert abs(sigma_same_density / sigma0 - 1) < 1e-6

# Size of neglected effects
base = overlap_at_energy(ENERGY, 0.0, np.pi, MASS)
k_curv = wave_number(ENERGY, 0.0, MASS, curvature=CURVATURE)
with_curv = overlap_at_energy(ENERGY, 0.0, np.pi, MASS, curvature=CURVATURE)
dirac_part = ENERGY - CURVATURE * k_curv**2
assert abs(with_curv - (MASS / dirac_part)**2) < 1e-10
warped = [overlap_at_energy(ENERGY, p, np.pi, MASS, warp=WARP)
          for p in np.linspace(0, np.pi, 61)]
kt = const.k * TEMPERATURE / MEV
thermal = quad(lambda x: (MASS/(ENERGY + x*kt))**2 / (4*np.cosh(x/2)**2),
               -30, 30, epsabs=1e-12)[0]
width = vel_m / FREE_PATH
low = overlap_at_energy(ENERGY - width/2, 0.0, np.pi, MASS)
high = overlap_at_energy(ENERGY + width/2, 0.0, np.pi, MASS)

print(f"Dirac slope hbar*v = {SLOPE:.0f} meV nm")
print(f"Dirac velocity v = {SLOPE*MEV*1e-9/const.hbar:.2e} m/s")
print(f"exchange mass m = {MASS:.0f} meV")
print(f"energy E from mid-gap = {ENERGY:.0f} meV")
print(f"in-plane energy hbar*v*k = {SLOPE*k_ex:.2f} meV")
print(f"wave number k = {k_ex:.4f} 1/nm")
print(f"m/E = {MASS/ENERGY:.4f}")
print(f"spin angle from normal = {np.degrees(np.arccos(MASS/ENERGY)):.2f} deg")
print(f"reversal overlap squared, diagonalized = {base:.6f}")
print(f"m^2/E^2 = {c2:.6f}")
for deg in (0, 60, 90, 120, 180):
    f0 = overlap_at_energy(ENERGY, 0.0, np.radians(deg), 0.0)
    f1 = overlap_at_energy(ENERGY, 0.0, np.radians(deg), MASS)
    print(f"turn {deg} deg: overlap squared m=0: {f0:.4f}, m=25 meV: {f1:.4f}")
for m in (10.0, 50.0, 80.0):
    f = overlap_at_energy(ENERGY, 0.0, np.pi, m)
    s = boltzmann(ENERGY, m)[3] / sigma0
    print(f"m = {m:.0f} meV: reversal {f:.4f}, sigma ratio {s:.4f}")
print(f"reversal factor of a sz impurity = {sz_factor:.4f}")
print(f"tau_tr/tau at m=0 = {life0:.4f}")
print(f"tau_tr/tau at m=25 meV = {life_m:.4f}")
print(f"group velocity ratio to m=0 = {vel_m/vel0:.4f}")
print(f"conductivity ratio to m=0 = {sigma_m/sigma0:.4f}")
print(f"curvature mass = {CURV_MASS:.2f} electron masses")
print(f"curvature coefficient = {CURVATURE:.1f} meV nm^2")
print(f"k with curvature = {k_curv:.4f} 1/nm")
print(f"curvature energy at that k = {CURVATURE*k_curv**2:.2f} meV")
print(f"Dirac part of E with curvature = {dirac_part:.2f} meV")
print(f"reversal with curvature = {with_curv:.4f}")
print(f"relative change by curvature = {100*(with_curv/base-1):.1f} %")
print(f"warping coefficient = {WARP:.0f} meV nm^3")
print(f"warping energy at k = {WARP*k_ex**3:.2f} meV")
print(f"reversal with warping, min = {min(warped):.5f}")
print(f"reversal with warping, max = {max(warped):.5f}")
print(f"temperature = {TEMPERATURE:.0f} K, kT = {kt:.3f} meV")
print(f"thermal average of reversal = {thermal:.6f}")
print(f"relative thermal change = {100*(thermal/base-1):.3f} %")
print(f"mean free path = {FREE_PATH:.0f} nm")
print(f"k times mean free path = {k_ex*FREE_PATH:.1f}")
print(f"disorder width hbar/tau = {width:.2f} meV")
print(f"reversal at E - width/2 = {low:.4f}")
print(f"reversal at E + width/2 = {high:.4f}")
print(f"bulk band edge above Dirac point = {BULK_EDGE:.0f} meV")
print(f"distance to bulk band / kT = {(BULK_EDGE-ENERGY)/kt:.0f}")
print("tests ok")
```

It prints:

```
Dirac slope hbar*v = 330 meV nm
Dirac velocity v = 5.01e+05 m/s
exchange mass m = 25 meV
energy E from mid-gap = 100 meV
in-plane energy hbar*v*k = 96.82 meV
wave number k = 0.2934 1/nm
m/E = 0.2500
spin angle from normal = 75.52 deg
reversal overlap squared, diagonalized = 0.062500
m^2/E^2 = 0.062500
turn 0 deg: overlap squared m=0: 1.0000, m=25 meV: 1.0000
turn 60 deg: overlap squared m=0: 0.7500, m=25 meV: 0.7656
turn 90 deg: overlap squared m=0: 0.5000, m=25 meV: 0.5312
turn 120 deg: overlap squared m=0: 0.2500, m=25 meV: 0.2969
turn 180 deg: overlap squared m=0: 0.0000, m=25 meV: 0.0625
m = 10 meV: reversal 0.0100, sigma ratio 0.9612
m = 50 meV: reversal 0.2500, sigma ratio 0.4286
m = 80 meV: reversal 0.6400, sigma ratio 0.1233
reversal factor of a sz impurity = 1.0000
tau_tr/tau at m=0 = 2.0000
tau_tr/tau at m=25 meV = 1.7895
group velocity ratio to m=0 = 0.9682
conductivity ratio to m=0 = 0.7895
curvature mass = 0.25 electron masses
curvature coefficient = 152.4 meV nm^2
k with curvature = 0.2608 1/nm
curvature energy at that k = 10.37 meV
Dirac part of E with curvature = 89.63 meV
reversal with curvature = 0.0778
relative change by curvature = 24.5 %
warping coefficient = 128 meV nm^3
warping energy at k = 3.23 meV
reversal with warping, min = 0.06215
reversal with warping, max = 0.06250
temperature = 10 K, kT = 0.862 meV
thermal average of reversal = 0.062546
relative thermal change = 0.073 %
mean free path = 50 nm
k times mean free path = 14.7
disorder width hbar/tau = 6.39 meV
reversal at E - width/2 = 0.0667
reversal at E + width/2 = 0.0587
bulk band edge above Dirac point = 200 meV
distance to bulk band / kT = 116
tests ok
```
